# Term energies of p² from Gaunt coefficients, with carbon and silicon compared

## Problem

Two electrons occupy the same p shell of an atom, outside closed shells. Both have the radial function $R(r)$, taken real and normalized. Spin-orbit coupling is neglected. Define the Slater integrals

$$F^k=\int_0^\infty\!\!\int_0^\infty R^2(r)\,R^2(r')\,\frac{r_<^k}{r_>^{k+1}}\,r^2r'^2\,dr\,dr',\qquad F_0=F^0,\quad F_2=\frac{F^2}{25},$$

where $r_<$ and $r_>$ are the smaller and the larger of $r$ and $r'$. Hartree atomic units are used, with intervals also given in eV.

1. Reduce the matrix elements of $1/r_{12}$ to Gaunt coefficients, and evaluate those that are needed.
2. Find the repulsion energies of the terms $^3P$, $^1D$ and $^1S$ within the single configuration p².
3. Find the ratio $\rho=[E(^1S)-E(^1D)]/[E(^1D)-E(^3P)]$. Compare it with the following rough measured intervals, in which $^3P$ means the average of its fine-structure levels weighted by $2J+1$.

| Atom | $^1D-{}^3P$ (eV) | $^1S-{}^1D$ (eV) |
|---|---|---|
| C | 1.3 | 1.4 |
| Si | 0.76 | 1.1 |

4. The closed s shell of the same principal quantum number lies close in energy. How does mixing of s²p² with p⁴ change $\rho$? Does silicon's ratio show that a single configuration suffices?

## Solution

### 1. Gaunt coefficients

The multipole expansion of the repulsion is

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\,\frac{4\pi}{2k+1}\sum_q Y_{kq}(\Omega_1)\,Y^*_{kq}(\Omega_2).$$

With Condon–Shortley phases, define for p orbitals

$$c^k(m,m')=\sqrt{\frac{4\pi}{2k+1}}\int Y^*_{1m}\,Y_{k,m-m'}\,Y_{1m'}\,d\Omega .$$

In $\langle ab|1/r_{12}|cd\rangle$, electron 1 passes from $c$ to $a$ and electron 2 from $d$ to $b$; the letters stand for $m$ values. The azimuthal integral of electron 1 requires $q=a-c$ and leaves $c^k(a,c)$. For electron 2 the integral is $\int Y^*_{1b}Y^*_{kq}Y_{1d}\,d\Omega$, the complex conjugate of $\int Y^*_{1d}Y_{kq}Y_{1b}\,d\Omega$. It is real, requires $q=d-b$, and leaves $c^k(d,b)$. The two roots in the definition use up the factor $4\pi/(2k+1)$, so

$$\langle ab|\tfrac1{r_{12}}|cd\rangle=\delta_{a+b,\,c+d}\sum_k c^k(a,c)\,c^k(d,b)\,F^k .$$

The integrand of $c^k$ has parity $(-1)^{1+k+1}=(-1)^k$, so $k$ must be even. The triangle rule for angular momenta 1, $k$, 1 gives $k\le2$. Thus $k=0$ or $2$. Since $\sqrt{4\pi}\,Y_{00}=1$, orthonormality gives $c^0(m,m')=\delta_{mm'}$.

For $k=2$, write $x=\cos\theta$ and use

$$Y_{10}=\sqrt{\tfrac{3}{4\pi}}\,x,\qquad Y_{1,\pm1}=\mp\sqrt{\tfrac{3}{8\pi}}\,\sin\theta\,e^{\pm i\varphi},$$

$$\sqrt{\tfrac{4\pi}{5}}\,Y_{20}=\tfrac12(3x^2-1),\qquad \sqrt{\tfrac{4\pi}{5}}\,Y_{21}=-\sqrt{\tfrac32}\,x\sin\theta\,e^{i\varphi}.$$

The azimuthal integration supplies $2\pi$. Then

$$c^2(1,1)=\frac34\int_{-1}^1(1-x^2)\,\frac{3x^2-1}{2}\,dx=\frac38\left(-2+\frac83-\frac65\right)=-\frac15,$$

$$c^2(0,0)=\frac32\int_{-1}^1x^2\,\frac{3x^2-1}{2}\,dx=\frac34\left(\frac65-\frac23\right)=\frac25 .$$

In $c^2(1,0)$ the minus signs of $Y_{11}^*$ and $Y_{21}$ cancel:

$$c^2(1,0)=2\pi\sqrt{\frac{3}{8\pi}\cdot\frac32\cdot\frac{3}{4\pi}}\int_{-1}^1(1-x^2)x^2\,dx=\frac{3\sqrt3}{4}\cdot\frac4{15}=\frac{\sqrt3}{5}.$$

Finally $c^2(-1,-1)=c^2(1,1)$, because $|Y_{1,-1}|^2=|Y_{11}|^2$.

### 2. Term energies

Six spin orbitals hold two electrons in $\binom62=15$ ways. The largest $M_L$ is 2. It occurs in one determinant, $|1{\uparrow}\,1{\downarrow}|$, since the Pauli principle forbids equal spins there. This determinant belongs to $^1D$, which has 5 states. The determinant $|1{\uparrow}\,0{\uparrow}|$ has $M_L=1$, $M_S=1$. It cannot belong to $^1D$, and no other determinant has these values or a larger $M_L$ with $M_S=1$. It therefore belongs to $^3P$, which has 9 states. The one remaining state is $^1S$.

The repulsion energy of a determinant with orbitals $a$ and $b$ is $J(a,b)$ for opposite spins and $J(a,b)-K(a,b)$ for equal spins, where

$$J(a,b)=\langle ab|\tfrac1{r_{12}}|ab\rangle=\sum_kc^k(a,a)\,c^k(b,b)\,F^k,$$

$$K(a,b)=\langle ab|\tfrac1{r_{12}}|ba\rangle=\sum_k[c^k(a,b)]^2F^k .$$

Since $F^2=25F_2$, the two determinants just named give

$$E(^1D)=J(1,1)=F_0+25\left(-\tfrac15\right)^2F_2=F_0+F_2,$$

$$E(^3P)=J(1,0)-K(1,0)=F_0+25\left(-\tfrac15\right)\left(\tfrac25\right)F_2-25\cdot\tfrac{3}{25}F_2=F_0-5F_2 .$$

For $M_L=M_S=0$ there are three determinants: $|1{\uparrow}\,{-1}{\downarrow}|$, $|1{\downarrow}\,{-1}{\uparrow}|$ and $|0{\uparrow}\,0{\downarrow}|$. They span one state of each term. The trace of the repulsion matrix in this block equals the sum of its eigenvalues, so the off-diagonal elements are not needed:

$$E(^3P)+E(^1D)+E(^1S)=2J(1,-1)+J(0,0)=2(F_0+F_2)+(F_0+4F_2)=3F_0+6F_2 .$$

Subtracting the two known energies gives

$$E(^1S)=3F_0+6F_2-(F_0-5F_2)-(F_0+F_2)=F_0+10F_2 .$$

There is a direct geometrical check. The $k=2$ part of the repulsion has the angular factor $P_2(\cos\theta_{12})$, so the coefficient of $F^2$ is its expectation value. The orbital function of $^1S$ is proportional to the scalar $\hat r_1\cdot\hat r_2=\cos\theta_{12}$. With $u=\cos\theta_{12}$,

$$\langle P_2\rangle_{^1S}=\frac{\int_{-1}^1u^2P_2(u)\,du}{\int_{-1}^1u^2\,du}=\frac{4/15}{2/3}=\frac25=\frac{10}{25}.$$

The orbital functions of $^3P$ are the components of $\hat r_1\times\hat r_2$. Averaged over the three components, their density is proportional to $1-u^2$, and

$$\langle P_2\rangle_{^3P}=\frac{-4/15}{4/3}=-\frac15=-\frac5{25}.$$

The triplet thus favours perpendicular directions of the two electrons. The $^1S$ state favours a common axis, where the quadrupole part of the repulsion is positive.

### 3. The interval ratio

Closed shells are spherical and carry no spin. Their direct and exchange potentials, like the kinetic energy and the nuclear attraction, add the same energy to every p orbital. They shift all three terms equally, and

$$E(^1D)-E(^3P)=6F_2,\qquad E(^1S)-E(^1D)=9F_2,\qquad \rho=\frac96=\frac32 .$$

$F^2$ is positive because its integrand is nowhere negative, so $^3P$ is lowest and $^1S$ highest. The radial function has dropped out of $\rho$: no change of $R$ can move the ratio while one configuration is kept and all three terms use the same $R$ and the same closed-shell orbitals. If the orbitals were optimized separately for each term, $F_0$, $F_2$ and the one-electron energies would differ between terms, and this cancellation would no longer be exact.

The rounding of the rough measured intervals must be carried along. For carbon, the intervals $1.3\pm0.05$ and $1.4\pm0.05$ eV allow ratios from 1.00 to 1.16. For silicon, $0.76\pm0.005$ and $1.1\pm0.05$ eV allow 1.37 to 1.52. Carbon is clearly below 3/2; silicon is compatible with it. The weighted average of the $^3P$ levels is the right reference, because spin-orbit coupling leaves it unchanged to first order. When that coupling is no longer small beside the term intervals, the comparison loses its meaning.

The intervals themselves are a stricter test than their ratio. Take orbitals that minimize the average energy of the 15 states of p², in the cc-pVDZ basis. They give $F_2=0.009665$ hartree for carbon and $0.006644$ hartree for silicon. For carbon,

$$6F_2=0.0580\ \text{hartree}=1.58\ \text{eV},\qquad 9F_2=0.0870\ \text{hartree}=2.37\ \text{eV}.$$

Relative to the rough measured values, these are too large by about 20% and 70%. For silicon the same steps give 1.08 and 1.63 eV, too large by about 40% and 50%. Since the calculated ratio is always 3/2, silicon's agreement in the ratio means only that its two intervals are overestimated by similar factors; neither is accurate.

### 4. Mixing with p⁴

**The coupling.** The configurations s²p² and p⁴ have the same parity and differ in two orbitals. The repulsion connects them by moving both s electrons into the p shell, while the two p electrons are spectators. Use real orbitals $p_i$ with $i=x,y,z$ and angular functions $\sqrt{3/4\pi}\,\hat r_i$. The product of an s and a p orbital selects $k=1$, whose angular factor is $\hat r_1\cdot\hat r_2$. The amplitude for $s^2\to p_ip_j$ is therefore

$$G^1\frac{3}{(4\pi)^2}\sum_l\int\hat r_{1i}\hat r_{1l}\,d\Omega_1\int\hat r_{2j}\hat r_{2l}\,d\Omega_2=G^1\frac{3}{(4\pi)^2}\left(\frac{4\pi}{3}\right)^2\delta_{ij}=\frac{G^1}{3}\,\delta_{ij},$$

$$G^1=\int_0^\infty\!\!\int_0^\infty R_s(r)R(r)\,R_s(r')R(r')\,\frac{r_<}{r_>^2}\,r^2r'^2\,dr\,dr' .$$

Set $K=G^1/3$. The interaction replaces the s pair by $K\,P^\dagger$, where $P^\dagger=\sum_i a^\dagger_{i\uparrow}a^\dagger_{i\downarrow}$ creates a pair with $L=S=0$. It preserves the $L$ and $S$ of the spectators. Its strength in each term is $K$ times the norm $\lambda$ of $P^\dagger$ acting on the normalized p² state.

- For $^3P$, take $|x{\uparrow}\,y{\uparrow}|$. Pairs in $x$ and $y$ are blocked by the Pauli principle. One state remains, with an added $z$ pair, so $\lambda=1$.
- For $^1D$, take the singlet combination with one electron in $x$ and one in $y$. The same blocking gives $\lambda=1$.
- For $^1S$, the state is $\frac1{\sqrt3}\sum_j|j{\uparrow}\,j{\downarrow}|$. Each doubly paired state $|i^2j^2\rangle$ is reached twice with the same sign, because pair operators commute. The result is $\frac{2}{\sqrt3}\sum_{i<j}|i^2j^2\rangle$. It has three orthogonal parts, so its norm is $\lambda=\frac2{\sqrt3}\sqrt3=2$.

**The splittings of p⁴.** Four p electrons are two holes in a full shell. When the repulsion is rewritten in hole operators, two creation operators pass two annihilation operators. This leaves the two-body interaction with an unchanged sign and, for real orbitals, the same matrix. The extra one-body and constant terms come from a full, spherical shell and do not split the terms. With the same orbitals, p⁴ therefore has one each of $^3P$, $^1D$ and $^1S$, with the same $F_2$ coefficients. The separation $\Delta>0$ between the two configurations is the same for all three terms.

**The shifts.** Relative to the unmixed s²p² term, each pair of states has the matrix

$$\begin{pmatrix}0&\lambda K\\ \lambda K&\Delta\end{pmatrix}.$$

Its characteristic equation is $E^2-\Delta E-\lambda^2K^2=0$. The lower root is $-\delta_\lambda$, with

$$\delta_\lambda=\sqrt{\frac{\Delta^2}{4}+\lambda^2K^2}-\frac\Delta2 .$$

Hence

$$E(^1D)-E(^3P)=6F_2,\qquad E(^1S)-E(^1D)=9F_2-(\delta_2-\delta_1).$$

Since $\delta_2>\delta_1$ for $K\ne0$, this mixing lowers $\rho$ below 3/2. For $K\ll\Delta$ the root expands to $\delta_\lambda\approx\lambda^2K^2/\Delta$, and the upper interval shrinks by about $3K^2/\Delta$.

**Carbon.** The same orbitals give $K=0.343031/3=0.1143$ and $\Delta=0.7490$ hartree, so

$$\delta_1=\sqrt{0.14027+0.01307}-0.37452=0.0171\ \text{hartree}=0.464\ \text{eV},$$

$$\delta_2=\sqrt{0.14027+0.05230}-0.37452=0.0643\ \text{hartree}=1.750\ \text{eV}.$$

The upper interval becomes $2.367-(1.750-0.464)=1.08$ eV, and $\rho=1.082/1.578=0.69$. For silicon it becomes $1.627-(1.049-0.275)=0.85$ eV, and $\rho=0.79$. The mixing has the right sign for carbon but overshoots, and it takes silicon far from its measured ratio.

**Further configurations.** A full configuration-interaction calculation for the four valence electrons, with the core frozen, shows what the rest of the basis does to $\rho$.

| Treatment | C | Si |
|---|---|---|
| p² alone | 1.50 | 1.50 |
| s²p² + p⁴ | 0.69 | 0.79 |
| full CI, s and p functions | 0.59 | 0.74 |
| full CI, with d functions | 0.97 | 1.18 |

Adding d functions lowers every term, but $^1S$ least. In carbon $^1D$ falls by 1.10 eV and $^1S$ by 0.56 eV; in silicon the figures are 1.26 and 0.83 eV. The interval $^1S-{}^1D$ therefore grows by 0.54 eV in carbon and 0.42 eV in silicon, while $^1D-{}^3P$ changes by less than 0.04 eV. This is a numerical finding; the calculation does not isolate why $^1S$ gains least.

The last row is not a converged prediction. Both values lie below the ranges allowed by the rough data: carbon's 0.97 is about 10% below $1.4/1.3=1.08$, and silicon's 1.18 about 20% below $1.1/0.76=1.45$. The small basis, with a single set of d functions, the frozen core and the neglect of relativity all remain as possible sources of error, and their shares have not been determined.

The answer to the last question is no. Silicon's single-configuration intervals are both far too large, and mixing with p⁴ lowers its $^1S$ term by 1.05 eV and its $^1D$ term by 0.27 eV, which cuts the interval $^1S-{}^1D$ from 1.63 to 0.85 eV. Its measured ratio near 3/2 is plausibly the outcome of opposing shifts, which the present calculation reproduces only in part. With spin-orbit coupling small, a ratio different from 3/2 shows that the model of one configuration with orbitals common to all terms fails; a ratio equal to 3/2 does not show that it holds.

The Gaunt coefficients, the term energies and the p⁴ mixing formula are tested in the numerical check.

## Values computed for the example and the checks

```
5 c2(1,1), 5 c2(0,0): -1.000000, 2.000000
5 c2(1,0), 5 c2(1,-1): 1.732051, -2.449490
3P direct and exchange parts / F2: -2.0000, 3.0000
ML=MS=0 trace of F2 part / F2: 6.0000
F2 coefficients 3P, 1D, 1S: -5.0000, 1.0000, 10.0000
single-configuration ratio: 1.500000
C F0, F2: 0.534174, 0.009665 hartree
C repulsion 3P, 1D, 1S: 0.485851, 0.543839, 0.630822 hartree
C one configuration: 1D-3P 1.5779 eV, 1S-1D 2.3669 eV, ratio 1.5000
C G1, K, p4 gap: 0.343031, 0.114344, 0.749039 hartree
C p4 lowering of 3P or 1D, and 1S: 0.4644, 1.7497 eV
C s2p2 + p4: 1D-3P 1.5779 eV, 1S-1D 1.0816 eV, ratio 0.6855
C valence full CI, s and p only: 1D-3P 1.5231 eV, 1S-1D 0.9052 eV, ratio 0.5943
C valence full CI, with d: 1D-3P 1.4850 eV, 1S-1D 1.4458 eV, ratio 0.9736
C lowering by d, 3P, 1D, 1S: 1.0640, 1.1020, 0.5614 eV
C rough measured intervals: 1.3, 1.4 eV
C rough measured ratio: 1.1, rounding range 1.00 to 1.16
Si F0, F2: 0.329055, 0.006644 hartree
Si repulsion 3P, 1D, 1S: 0.295833, 0.335699, 0.395499 hartree
Si one configuration: 1D-3P 1.0848 eV, 1S-1D 1.6272 eV, ratio 1.5000
Si G1, K, p4 gap: 0.233564, 0.077855, 0.590224 hartree
Si p4 lowering of 3P or 1D, and 1S: 0.2747, 1.0492 eV
Si s2p2 + p4: 1D-3P 1.0848 eV, 1S-1D 0.8527 eV, ratio 0.7861
Si valence full CI, s and p only: 1D-3P 1.0373 eV, 1S-1D 0.7670 eV, ratio 0.7394
Si valence full CI, with d: 1D-3P 1.0085 eV, 1S-1D 1.1908 eV, ratio 1.1807
Si lowering by d, 3P, 1D, 1S: 1.2265, 1.2553, 0.8315 eV
Si rough measured intervals: 0.76, 1.1 eV
Si rough measured ratio: 1.4, rounding range 1.37 to 1.52
```
